# Steady hydrogen permeation through two Sieverts-law layers in series

## Question

A flat membrane consists of layer A, occupying $0<x<L_A$, and layer B, occupying $L_A<x<L_A+L_B$. Hydrogen gas at pressure $p_{\rm up}$ touches the free face of A, and hydrogen gas at the lower pressure $p_{\rm down}$ touches the free face of B. Hydrogen dissolves as atoms, with concentration $c$ in moles of H atoms per unit volume. The flux $J$ also counts H atoms and is positive towards increasing $x$.

Assume that

- the temperature $T$ is uniform and the gas is ideal;
- the dissolved atoms are dilute, do not interact and are not trapped;
- each layer $i$ has a constant diffusivity $D_i$;
- exchange of hydrogen at the two free faces is fast enough to keep them in equilibrium with the adjoining gas.

Exchange across the internal interface is also fast, except in part (g).

For numerical work use these model parameters, with $T=600$ K. The constant $S_i$ is the ratio $c/\sqrt p$ for layer $i$ in equilibrium with gas at pressure $p$.

| | Layer A | Layer B |
|---|---|---|
| $L$ (m) | $2.0\times10^{-6}$ | $1.0\times10^{-3}$ |
| $D$ (m² s⁻¹) | $1.0\times10^{-12}$ | $1.0\times10^{-10}$ |
| $S$ (mol m⁻³ Pa⁻¹ᐟ²) | 0.02 | 0.20 |

The pressures are $p_{\rm up}=90\,000$ Pa and $p_{\rm down}=900$ Pa.

## (a) Equilibrium and the interface

**Derive Sieverts' law from the chemical potentials. Then find which function of concentration is continuous at the interface.**

**Answer.** Suppose that $n$ atoms occupy $M$ equivalent sites. Adding one atom multiplies the number of arrangements by

$$\frac{\binom{M}{n+1}}{\binom{M}{n}}=\frac{M-n}{n+1}\simeq\frac{M}{n}\qquad(1\ll n\ll M).$$

The configurational entropy gained per mole of added atoms is therefore $R\ln(M/n)$, where $R$ is the gas constant. It contributes $-TR\ln(M/n)=RT\ln(n/M)$ to the chemical potential. Since $n/M$ is proportional to $c$, and non-interacting atoms have a site energy independent of $c$,

$$\mu_{\rm H}=\mu_i^\circ+RT\ln\frac{c}{c^\circ}.$$

Here $c^\circ$ is a reference concentration common to both layers, and the constant $\mu_i^\circ$ depends on the layer. For the ideal gas, with reference pressure $p^\circ$,

$$\mu_{\rm H_2}=\mu_{\rm g}^\circ+RT\ln\frac{p}{p^\circ}.$$

One molecule supplies two dissolved atoms, so equilibrium requires $2\mu_{\rm H}=\mu_{\rm H_2}$. Dividing by two gives

$$\mu_i^\circ+RT\ln\frac{c}{c^\circ}=\tfrac12\mu_{\rm g}^\circ+\tfrac12RT\ln\frac{p}{p^\circ}.$$

Moving $\mu_i^\circ$ to the right, dividing by $RT$ and exponentiating gives

$$c=S_i\sqrt p,\qquad S_i=\frac{c^\circ}{\sqrt{p^\circ}}\exp\!\left(\frac{\tfrac12\mu_{\rm g}^\circ-\mu_i^\circ}{RT}\right).$$

The square root comes from dissociation. A lower $\mu_i^\circ$ means that hydrogen is held more favourably, and it gives a larger $S_i$.

At a point inside the membrane there need be no gas. We can still define

$$u=\frac{c}{S_i}.$$

Its square is the pressure of the gas that would be in equilibrium with that point. To express $\mu_{\rm H}$ through $u$, first solve the formula for $S_i$ for the layer constant:

$$\mu_i^\circ=\tfrac12\mu_{\rm g}^\circ-RT\ln\frac{S_i\sqrt{p^\circ}}{c^\circ}.$$

Insert this, with $c=S_iu$, into $\mu_{\rm H}$. The factors $S_i$ and $c^\circ$ cancel:

$$\mu_{\rm H}=\tfrac12\mu_{\rm g}^\circ+RT\ln\frac{S_iu}{c^\circ}-RT\ln\frac{S_i\sqrt{p^\circ}}{c^\circ}
=\tfrac12\mu_{\rm g}^\circ+RT\ln\frac{u}{\sqrt{p^\circ}}.$$

No layer constant remains. Fast exchange makes $\mu_{\rm H}$ equal on the two sides of the interface, so $u$ is equal there too. Call the common value $u_{\rm int}$. The adjacent concentrations are $c_A=S_Au_{\rm int}$ and $c_B=S_Bu_{\rm int}$, and hence

$$\frac{c_B}{c_A}=\frac{S_B}{S_A}.$$

The concentration is discontinuous whenever $S_A\ne S_B$. This is a partition equilibrium, like that of a solute between two solvents.

## (b) Transport within a layer and across the jump

**The flux is driven by the chemical potential according to $J=-(Dc/RT)\,d\mu_{\rm H}/dx$. Express it through $u$, and explain why the concentration jump does not imply an infinite flux.**

**Answer.** Inside one layer $\mu_i^\circ$ is constant, so $d\mu_{\rm H}/dx=(RT/c)\,dc/dx$. Substitution gives Fick's law, and $c=S_iu$ with constant $S_i$ then gives

$$J=-D_i\frac{dc}{dx}=-D_iS_i\frac{du}{dx}.$$

The product $D_iS_i$ is the permeability of the layer.

To treat the interface, replace it by a transition region of small thickness $\delta$ in which $D$ and $S$ vary smoothly. The potential still has the form $\mu_{\rm H}=\text{constant}+RT\ln u$, so $d\mu_{\rm H}/dx=(RT/u)\,du/dx$. With $c=Su$,

$$J=-\frac{DSu}{RT}\,\frac{RT}{u}\frac{du}{dx}=-DS\frac{du}{dx}.$$

This form survives a varying $S$. Fick's law in $c$ does not, because $du/dx=(1/S)\,dc/dx-(c/S^2)\,dS/dx$ gives

$$J=-D\frac{dc}{dx}+\frac{Dc}{S}\frac{dS}{dx}.$$

The second term is the drift towards the more favourable sites. When $\delta$ is small, both terms are large and they nearly cancel, leaving a finite $J$. In the steady state $J$ is uniform, and the fall of $u$ across the region is

$$u(\text{A side})-u(\text{B side})=J\int_\delta\frac{dx}{DS}.$$

If $DS$ does not become very small in the region, this integral vanishes as $\delta\to0$. The fall of $u$ then vanishes while the change of $c$ remains. An interface that contains a strong obstacle is not covered by this limit; part (g) treats that case.

## (c) The steady flux

**Find $J$ and the state of the interface in terms of the two gas pressures.**

**Answer.** Conservation of atoms reads $\partial c/\partial t=-\partial J/\partial x$. In the steady state the left side is zero, so $J$ is uniform within each layer. No hydrogen accumulates at the interface either, so both layers carry the same $J$.

Write $u_{\rm up}=\sqrt{p_{\rm up}}$ and $u_{\rm down}=\sqrt{p_{\rm down}}$, the values of $u$ at the free faces. Since $du/dx=-J/(D_iS_i)$ is constant in each layer, $u$ is linear there. Integrating across A and then across B gives

$$u_{\rm up}-u_{\rm int}=J\frac{L_A}{D_AS_A}\equiv JR_A,$$

$$u_{\rm int}-u_{\rm down}=J\frac{L_B}{D_BS_B}\equiv JR_B.$$

Adding the two equations removes $u_{\rm int}$:

$$u_{\rm up}-u_{\rm down}=J(R_A+R_B),$$

$$\boxed{J=\frac{\sqrt{p_{\rm up}}-\sqrt{p_{\rm down}}}{R_A+R_B},\qquad R_i=\frac{L_i}{D_iS_i}}$$

The resistances add because the same flux crosses both layers and the driving variable $u$ is continuous between them. The flux of molecules is $J/2$.

The interface value follows from the first drop:

$$u_{\rm int}=u_{\rm up}-R_A\frac{u_{\rm up}-u_{\rm down}}{R_A+R_B}
=\frac{R_Bu_{\rm up}+R_Au_{\rm down}}{R_A+R_B}.$$

Three limits show what this means.

- If $S_A=S_B=S$, multiplying numerator and denominator of $J$ by $S$ gives $J=(c_{\rm up}-c_{\rm down})/(L_A/D_A+L_B/D_B)$, where $c_{\rm up}$ and $c_{\rm down}$ are the concentrations at the free faces. Concentration is then a valid series variable.
- If $R_A\gg R_B$, then $J\simeq(u_{\rm up}-u_{\rm down})/R_A$ and $u_{\rm int}$ approaches $u_{\rm down}$. Layer A controls the flux. If also $JR_B\ll u_{\rm down}$, layer B is close to equilibrium with the downstream gas.
- If $p_{\rm down}=0$, then $J\propto\sqrt{p_{\rm up}}$. The flux stays finite although $\mu_{\rm H}\to-\infty$ at the downstream face, because the mobility factor $Dc/RT$ vanishes there. This divergence belongs to the idealized boundary condition: a real face releases hydrogen at a finite recombination rate, so it keeps a nonzero $c$ while a flux passes.

The square-root dependence relies on equilibrium at the free faces. If exchange at a face is slow, the concentration just inside it differs from $S_i\sqrt p$ while there is a net flux, and the boundary values used above must be replaced.

## (d) Numerical flux and concentrations

**Evaluate the resistances, the flux and the concentrations at all faces. Compare the flux with the value obtained by wrongly taking $c$ to be continuous, and with the flux through B alone.**

**Answer.** The resistances, in Pa¹ᐟ² m² s mol⁻¹, are

$$R_A=\frac{2.0\times10^{-6}}{(1.0\times10^{-12})(0.02)}=1.00\times10^{8},$$

$$R_B=\frac{1.0\times10^{-3}}{(1.0\times10^{-10})(0.20)}=5.00\times10^{7}.$$

Layer A is 500 times thinner than B, but its permeability is 1000 times smaller, so its resistance is twice as large. With $u_{\rm up}=300$ Pa¹ᐟ² and $u_{\rm down}=30$ Pa¹ᐟ²,

$$J=\frac{300-30}{1.50\times10^8}=1.80\times10^{-6}\ \text{mol m}^{-2}\,\text{s}^{-1}.$$

This counts H atoms; the flux of H₂ is $9.0\times10^{-7}$ mol m⁻² s⁻¹.

The drop of $u$ across A is $JR_A=180$ Pa¹ᐟ², so $u_{\rm int}=300-180=120$ Pa¹ᐟ². The interface is in the state that gas at $120^2=14\,400$ Pa would produce. The concentrations in mol m⁻³ are

- in A, $0.02\times300=6.0$ at the free face and $0.02\times120=2.4$ at the interface;
- in B, $0.20\times120=24$ at the interface and $0.20\times30=6.0$ at the free face.

Concentration falls along the flow within each layer and rises tenfold at the interface.

If $c$ were continuous, Fick's law in the two layers would give

$$J_{\rm wrong}=\frac{6.0-6.0}{L_A/D_A+L_B/D_B}=0.$$

The parameters make the two free-face concentrations equal, so this assumption predicts no permeation at all. The true flux is finite because equal concentrations in different materials do not mean equal chemical potentials.

For B alone between the same gases,

$$J_B=\frac{300-30}{5.00\times10^7}=5.40\times10^{-6}\ \text{mol m}^{-2}\,\text{s}^{-1}.$$

Layer A reduces the flux by the factor $J_B/J=(R_A+R_B)/R_B=3.0$. This factor depends on the substrate as well as on the barrier: the same A on a more resistive B would give a smaller reduction.

## (e) Where the chemical potential falls

**Calculate the fall of $\mu_{\rm H}$ across each layer. Is it proportional to the resistance?**

**Answer.** From part (a), a fall from $u_1$ to $u_2$ lowers the chemical potential by $RT\ln(u_1/u_2)$. Therefore

$$\Delta\mu_A=RT\ln\frac{300}{120}=4.57\ \text{kJ mol}^{-1},$$

$$\Delta\mu_B=RT\ln\frac{120}{30}=6.92\ \text{kJ mol}^{-1}.$$

Layer A has twice the resistance of B but the smaller fall of $\mu_{\rm H}$. The reason is visible in the local gradient,

$$-\frac{d\mu_{\rm H}}{dx}=\frac{RT}{u}\left(-\frac{du}{dx}\right)=\frac{RT\,J}{D_iS_iu}.$$

For a given flux and permeability, the required gradient of $\mu_{\rm H}$ grows as $u$ falls, because the mobility factor $Dc/RT=D_iS_iu/RT$ is proportional to $u$. Layer B works at lower $u$, even though its concentration is nowhere lower than that of A. The quantities $R_i$ are thus resistances for $u=\sqrt p$, and not for $\mu_{\rm H}$.

Proportionality returns when the whole difference in $u$ is small compared with its mean $\bar u$. Then $\ln(u_1/u_2)\simeq(u_1-u_2)/\bar u$ to leading order, and $\Delta\mu_i\simeq RT\,JR_i/\bar u$.

The total fall also explains the flux between equal concentrations found in part (d). Since $S_Au_{\rm up}=S_Bu_{\rm down}$ here,

$$\Delta\mu_A+\Delta\mu_B=RT\ln\frac{u_{\rm up}}{u_{\rm down}}=RT\ln\frac{S_B}{S_A}=\mu_A^\circ-\mu_B^\circ.$$

The last equality follows from the expression for $S_i$. In this example the entire difference in $\mu_{\rm H}$ between the free faces comes from the standard terms, and none from the concentrations.

## (f) Exchanging the layers

**Put B upstream and A downstream, with the gases unchanged. What happens to the flux, the interface and the hydrogen stored in B?**

**Answer.** The sum $R_A+R_B$ does not depend on order, so $J$ is still $1.80\times10^{-6}$ mol m⁻² s⁻¹. The first drop is now $JR_B=90$ Pa¹ᐟ². The interface has $u'_{\rm int}=300-90=210$ Pa¹ᐟ², equivalent to gas at $44\,100$ Pa instead of $14\,400$ Pa.

The concentration in B is linear, so the amount stored per unit area is the mean of its end values times $L_B$:

$$N_B=S_BL_B\,\frac{u_1+u_2}{2}.$$

With A upstream, B lies between $u=120$ and $30$ Pa¹ᐟ²:

$$N_B=(0.20)(1.0\times10^{-3})\frac{120+30}{2}=0.015\ \text{mol m}^{-2}.$$

With B upstream, it lies between $300$ and $210$ Pa¹ᐟ²:

$$N'_B=(0.20)(1.0\times10^{-3})\frac{300+210}{2}=0.051\ \text{mol m}^{-2}.$$

The ratio is 3.4. A barrier on the upstream side lowers both the flux and the hydrogen content of B. On the downstream side it lowers the flux equally, but it holds hydrogen back inside B. For comparison, B alone between the same gases stores $(0.20)(1.0\times10^{-3})(300+30)/2=0.033$ mol m⁻². These conclusions assume a continuous, defect-free barrier layer and count only dissolved, untrapped hydrogen.

The equality of the fluxes was derived here for constant permeabilities. If $D_iS_i$ varied with $u$, integration would give

$$JL_i=\int_{u_2}^{u_1}D_iS_i\,du,$$

with $u_1$ and $u_2$ the upstream and downstream values for that layer. Here $u^2$ is still the pressure of the gas in equilibrium with the point, $S_i=c/u$, and $D_i$ is the coefficient in $J=-(Dc/RT)\,d\mu_{\rm H}/dx$. When $S_i$ depends on $u$, this $D_i$ is no longer the Fick diffusivity $D_{\rm F}$ defined by $J=-D_{\rm F}\,dc/dx$; in terms of the latter the integrand is $D_{\rm F}\,dc/du$. Exchanging the layers changes the range of $u$ that each one samples, so equal fluxes would no longer be guaranteed.

## (g) A slow interface

**With A upstream again, let atoms cross the interface at the net rate $J=k_fc_A-k_bc_B$, with constant $k_f$ and $k_b$. Find the new flux and concentration ratio, evaluate them for an interface resistance of $5.0\times10^7$ Pa¹ᐟ² m² s mol⁻¹, and state when $\mu_{\rm H}$ may be taken as continuous.**

**Answer.** The rate constants are not independent. At equilibrium $J=0$ and both sides have the same $u$, so $k_fS_Au=k_bS_Bu$, and hence $k_bS_B=k_fS_A$. Under flow, let the two sides have values $u_A$ and $u_B$. Then

$$J=k_fS_Au_A-k_bS_Bu_B=k_fS_A(u_A-u_B).$$

The interface therefore acts as a resistance $R_{\rm int}=1/(k_fS_A)$, with $u_A-u_B=JR_{\rm int}$. The three drops are $JR_A$, $JR_{\rm int}$ and $JR_B$, and their sum gives

$$J=\frac{u_{\rm up}-u_{\rm down}}{R_A+R_{\rm int}+R_B}.$$

The side values are $u_A=u_{\rm up}-JR_A$ and $u_B=u_{\rm down}+JR_B$, so

$$\frac{c_B}{c_A}=\frac{S_B}{S_A}\,\frac{u_{\rm down}+JR_B}{u_{\rm up}-JR_A}.$$

For the given resistance,

$$J=\frac{270}{2.00\times10^8}=1.35\times10^{-6}\ \text{mol m}^{-2}\,\text{s}^{-1},$$

$$\frac{c_B}{c_A}=10\times\frac{30+67.5}{300-135}=5.9.$$

The flux is lower than with a fast interface, and the ratio has left its equilibrium value of 10. The chemical potential now falls by $RT\ln(u_A/u_B)$ at the interface.

This fall is small compared with $RT$ when $u_A-u_B\ll u_B$, that is, when

$$JR_{\rm int}\ll u_{\rm down}+JR_B.$$

The concentration ratio is then close to $S_B/S_A$. For the flux to be nearly unaffected, the condition is a different one, $R_{\rm int}\ll R_A+R_B$. Neither condition implies the other. When $p_{\rm down}=0$, local equilibrium requires $R_{\rm int}\ll R_B$, even if a large $R_A$ already makes the interface unimportant for the flux. When the two gas pressures are nearly equal, the fall of $\mu_{\rm H}$ is small compared with $RT$ for any $R_{\rm int}$, yet a large $R_{\rm int}$ still lowers the flux. Taking $\mu_{\rm H}$ as continuous therefore gives both the flux and the concentration ratio correctly only when both conditions hold. As $k_f\to\infty$ with $k_bS_B=k_fS_A$ maintained, $R_{\rm int}\to0$ and the result of part (c) is recovered, with its concentration jump.
